Roughness matrix elements between the modes of a hard-walled circular wire

## First derivation: moving the boundary condition

A calculation of surface scattering in a thin metal wire needs coupling elements between many pairs of transverse modes. Before it starts, one has to decide whether each pair needs its own overlap integral, recomputed whenever the radius changes, or whether a table of Bessel zeros is enough. For small roughness on a hard circular wall the table is enough. Apart from a constant factor, the element is the product of the two zeros, divided by the cube of the radius and multiplied by one Fourier component of the wall displacement. A table made for one radius can then be rescaled to another, provided the modes and that Fourier component are held fixed. If the rms roughness and its correlation length are held fixed instead, the power of the radius is different.

### The smooth wire and its wall slope

An electron of mass m moves freely inside r < R, and its wavefunction vanishes at r = R. The coordinates are r, φ and z, with z along the wire. A transverse mode a has an azimuthal integer m_a, which may be negative. Write μ_a = |m_a|, and let x_a be the chosen positive zero of the Bessel function J_μ with μ = μ_a. Modes are labelled (m_a, n_a), where n_a counts the zeros. The transverse energy is

E_a = ħ²x_a²/(2mR²).

The mode is proportional to J_μ(x_a r/R) exp(im_aφ), and its normalization requires the integral of J_μ² over the disc. This integral follows from Bessel's equation,

ρ(ρJ′)′ + (ρ² − μ²)J = 0,

where a prime is a derivative with respect to ρ. Multiply by 2J′. The first term becomes the derivative of (ρJ′)², and the second becomes (ρ² − μ²)(J²)′. Therefore

[(ρJ′)² + (ρ² − μ²)J²]′ = 2ρJ²,

because differentiating the factor ρ² − μ² supplies the one extra term, 2ρJ². Integrate from 0 to x_a. At the upper limit J vanishes. At the lower limit ρJ′ vanishes, and so does μJ, since J_μ(0) = 0 unless μ = 0. What remains is

∫₀^{x_a} ρJ² dρ = x_a² J′(x_a)²/2.

With ρ = x_a r/R we have r dr = (R²/x_a²) ρ dρ, and the angular integral gives 2π. The integral of |J_μ exp(im_aφ)|² over the disc is thus

2π (R²/x_a²) x_a² J′(x_a)²/2 = πR² J′(x_a)².

The derivative J′(x_a) is not zero. A solution of a second-order equation that vanished together with its slope at x_a would vanish everywhere. We may therefore choose

χ_a(r,φ) = −J_μ(x_a r/R) exp(im_aφ) / [√π R J′(x_a)].

The minus sign is a phase convention. It makes the radial factor positive just inside the wall for every mode, so no alternating signs appear later. Differentiating with respect to r brings out x_a/R, and at the wall J′(x_a) cancels:

∂_rχ_a(R,φ) = −x_a exp(im_aφ)/(√π R²).

This cancellation is why the final result contains the zeros but no Bessel function values. A normalized mode meets the wall with a slope fixed by its transverse energy and the radius, whatever the rest of its radial profile.

### The wave produced by a displaced wall

Now let the wall stand at r = R + δ(φ,z), with δ real and positive outward. The displacement is small and smooth. Small means that a wave changes nearly linearly across the distance δ. Smooth means that the wave can be continued through its own differential equation from the true wall to the reference cylinder r = R wherever the true wall lies inside it.

The total energy E is held fixed, and k² = 2mE/ħ². The incoming wave of the smooth wire is

Ψ₀ = χ_b exp(ik_b z), with k_b² = k² − x_b²/R².

Write the wave in the rough wire as Ψ₀ + Ψ₁, with Ψ₁ of first order in δ. The boundary condition, expanded about r = R, reads

0 = Ψ(R+δ) = Ψ₀(R) + δ ∂_rΨ₀(R) + Ψ₁(R) + terms of order δ².

The first term on the right is zero. Hence

Ψ₁(R,φ,z) = −δ(φ,z) ∂_rΨ₀(R,φ,z).

Since the electron is free inside the wire, Ψ₁ obeys the same equation as Ψ₀:

(∇² + k²)Ψ₁ = 0 for r < R.

The rough wall has become a source on a smooth one. Where the wall moves outward, Ψ₁ is positive on the old cylinder if Ψ₀ is positive just inside it, as it should be for a wave given more room.

### Projection onto an outgoing mode

The amplitude in mode a is

c_a(z) = ∫ χ_a* Ψ₁ dA,

integrated over the disc r < R. Inserting a series of modes into the wave equation and differentiating it term by term would be unsafe, because each mode vanishes at r = R and Ψ₁ does not. Green's identity in the disc avoids this:

∫(χ_a*∇_⊥²Ψ₁ − Ψ₁∇_⊥²χ_a*) dA = R∮(χ_a*∂_rΨ₁ − Ψ₁∂_rχ_a*) dφ.

Here ∇_⊥² is the transverse part of the Laplacian. On the right, χ_a* vanishes at the wall, so only the second term survives. On the left, ∇_⊥²χ_a* = −(x_a²/R²)χ_a*. Therefore

∫χ_a*∇_⊥²Ψ₁ dA = −(x_a²/R²)c_a − R∮Ψ₁∂_rχ_a* dφ.

Now multiply the wave equation for Ψ₁ by χ_a* and integrate over the disc. The axial derivative gives c_a″, where primes on c_a denote d/dz:

c_a″ − (x_a²/R²)c_a + k²c_a − R∮Ψ₁∂_rχ_a* dφ = 0.

With k_a² = k² − x_a²/R² and the wall value of Ψ₁, this becomes

c_a″ + k_a²c_a = −R exp(ik_b z) ∮δ ∂_rχ_a* ∂_rχ_b dφ.

The step also holds for a closed mode, for which k_a² is negative.

### Reading off the matrix element

To give the right-hand side the meaning of a matrix element, compare it with the effect of a weak potential U in a smooth wire. The Schrödinger equation

−(ħ²/2m)∇²Ψ + UΨ = EΨ

gives, to first order,

(∇² + k²)Ψ₁ = (2m/ħ²)UΨ₀,

with Ψ₁ = 0 at the wall. Projection onto χ_a yields

c_a″ + k_a²c_a = (2m/ħ²)U_ab(z) exp(ik_b z), where U_ab = ∫χ_a*Uχ_b dA.

The rough wall therefore drives the mode amplitudes as a potential would whose element W_ab(z) satisfies

W_ab(z) = −(ħ²/2m) R∮δ ∂_rχ_a* ∂_rχ_b dφ.

Insert the wall slopes. Their two minus signs cancel, and their product is x_a x_b exp[i(m_b − m_a)φ]/(πR⁴). Define

δ_l(z) = (1/2π)∮δ(φ,z) exp(−ilφ) dφ, with l = m_a − m_b.

The angular integral is then 2πδ_l, and

W_ab(z) = −(ħ²/2m) · R · x_a x_b/(πR⁴) · 2πδ_l(z),

W_ab(z) = −ħ² x_a x_b δ_l(z)/(mR³).

This is the result sought. Of the four powers of R in the denominator, two come from each wall slope, and the circumference returns one.

For axial plane waves normalized in a length L, the full element is the axial average of W_ab(z) exp[−i(k_a − k_b)z]. It selects the component of δ_l with wavenumber q = k_a − k_b. The roughness must supply the change in azimuthal number through l and the change in axial wavenumber through q.

### Two checks of meaning

Let δ be a constant. Then δ₀ = δ, and the diagonal element is −ħ²x_a²δ/(mR³). Differentiating E_a = ħ²x_a²/(2mR²) gives dE_a/dR = −ħ²x_a²/(mR³), so the element equals δ dE_a/dR. A wider wire lowers the energy, which fixes the sign. For harmonics of equal magnitude, the size of an off-diagonal element is the geometric mean of the sizes of the two diagonal ones, since it contains x_a x_b in place of x_a² or x_b².

Next let δ = D cos φ with no dependence on z. To first order in D this is a circle moved sideways by D, and a straight wire moved sideways cannot scatter. Yet W_ab is not zero for m_a − m_b = ±1. The resolution lies in energy conservation. Since q = 0, scattering requires k_a = k_b and hence x_a = x_b. The values of μ for the two modes differ by one, and J_μ and J_{μ+1} have no common positive zero: the identity J_μ′(x) = (μ/x)J_μ(x) − J_{μ+1}(x) would then make J_μ and its slope vanish together. A nonzero W_ab thus becomes scattering only if the roughness also supplies the required q.

### What is held fixed when the radius changes

The inverse cube holds for fixed modes and fixed δ_l. Two other comparisons give other powers.

First, suppose the transverse wavenumbers p_a = x_a/R and p_b = x_b/R are held fixed, as for modes at a fixed angle to the axis in a metal of fixed Fermi energy. Then

|W_ab| = ħ² p_a p_b |δ_l|/(mR),

which falls as 1/R at fixed δ_l.

Second, suppose the wall is random, with rms displacement σ and correlation σ² exp(−s²/Λ²) between points of one cross-section separated by an arc s. The mean square harmonic is a double angular average of this correlation. It depends on the angle difference u alone, so one integral gives 2π and leaves

⟨|δ_l|²⟩ = (σ²/2π)∫ exp(−R²u²/Λ²) exp(−ilu) du,

with u from −π to π. If Λ is much smaller than R, the limits may be taken to infinity. The Gaussian integral is (√π Λ/R) exp(−l²Λ²/4R²), so

⟨|δ_l|²⟩ = [σ²Λ/(2√π R)] exp(−l²Λ²/4R²).

For lΛ much smaller than R, the rms harmonic falls as R^(−1/2), and the rms element between fixed modes falls as R^(−7/2). A longer circumference contains more independent patches, whose contributions to one harmonic partly cancel. With σ = 0.10 nm and Λ = 1.0 nm, the rms harmonic for l = 1 is 0.0236 nm at R = 5 nm and 0.0168 nm at R = 10 nm. Between these radii the effective power of the rms element is −3.495; the small difference from −3.5 comes from the exponential factor. This average describes one cross-section. A scattering rate also needs the axial spectrum of the roughness.

## Second derivation: a finite wall made high, and a comparison

The symbols carried over are these. The wire has radius R and wall displacement δ(φ,z), positive outward, with azimuthal component δ_l. Mode a has azimuthal number m_a, Bessel zero x_a, transverse energy E_a = ħ²x_a²/(2mR²) and axial wavenumber k_a. In the hard-walled wire its wall slope is −x_a exp(im_aφ)/(√π R²). The first derivation gave

W_ab = −ħ²x_a x_b δ_l/(mR³), l = m_a − m_b.

### The strip between two walls

Replace the hard wall by a potential step of height V₀, measured from the bottom of the well. The potential is V₀ for r > R in the smooth wire and V₀ for r > R + δ in the rough one. The difference U is a true potential. It equals −V₀ in the strip R < r < R + δ where δ is positive, and +V₀ in the strip R + δ < r < R where δ is negative. For both signs the element is

U_ab = −V₀ ∮dφ ∫_R^{R+δ} χ_a*χ_b r dr,

since reversing the limits supplies the change of sign. If the modes hardly change across the strip, then to first order in δ

U_ab = −V₀ R ∮δ χ_a*(R,φ) χ_b(R,φ) dφ.

With a finite wall the modes do not vanish at R. Write χ_a = f_a(r) exp(im_aφ). Outside the wall f_a decays and obeys

f_a″ + f_a′/r − (m_a²/r²)f_a = κ_a²f_a, with κ_a² = 2m(V₀ − E_a)/ħ²,

where E_a is now the transverse energy in the finite well. Let g = f_a′/f_a. Since f_a″/f_a = g′ + g²,

g′ + g² + g/r = κ_a² + m_a²/r².

For a high wall try g = −κ_a − α/r. The terms proportional to κ_a/r are 2α from g² and −1 from g/r, so α = 1/2. The remaining terms in g are smaller by a further factor 1/(κ_a r). The function and its slope are continuous at R, hence

f_a(R) = −f_a′(R)/(κ_a + 1/(2R)).

As V₀ grows, κ_a grows as √V₀, and to leading order f_a(R) = −f_a′(R)/κ_a. The product of two such factors gives

U_ab → −[V₀/(κ_aκ_b)] R∮δ ∂_rχ_a* ∂_rχ_b dφ.

In the same limit V₀/(κ_aκ_b) → ħ²/(2m), because E_a and E_b become negligible beside V₀. The slopes tend to their hard-wall values. With the angular integral 2πδ_l,

U_ab → −(ħ²/2m) · R · x_a x_b/(πR⁴) · 2πδ_l = −ħ²x_a x_b δ_l/(mR³).

The divergent height is compensated by two vanishing wall amplitudes.

### The order of the limits

The strip integral was linearized before V₀ was made large. This requires κ|δ| ≪ 1. The reverse order fails. Take δ fixed and let V₀ → ∞ in the strip integral. Where the wall moves outward, the density in the strip is f(R)² exp[−2κ(r − R)], so its radial integral tends to f′²/(2κ³). Multiplied by V₀, this is of order (ħ²/2m)f′²/(2κ), which tends to zero. Where the wall moves inward by |δ|, the density is close to f′²(R − r)², its integral is f′²|δ|³/3, and multiplication by V₀ gives infinity. Neither is the first-order energy of a displaced hard wall. The unperturbed modes are then too poor an approximation inside the strip.

### What a finite wall changes

The same derivation gives the leading correction for a finite wall. Let d = 1/κ be the decay length outside, taken as common to both modes, which is allowed when E_a and E_b are much smaller than V₀. Extrapolate the interior function to its zero at R + d₀. Near the wall f″ ≈ −f′/R, so

0 = f(R) + f′(R)d₀ − f′(R)d₀²/(2R).

From above, f(R) = −f′(R)[d − d²/(2R)] to second order in d. The terms in d² cancel, and d₀ = d. The interior function is therefore a hard-wall mode of radius R_e = R + d. The two norms differ only at order d³, since the density near the wall is itself of order d².

To convert the slope from R_e to R, use f″(R_e) = −f′(R_e)/R_e, which gives f′(R) = f′(R_e)(1 + d/R) to first order in d/R. The wall amplitudes then satisfy

f_a(R)f_b(R) = d² f_a′(R_e)f_b′(R_e)(1 + 2d/R)(1 − d/R).

The last two factors multiply to 1 + d/R at this order. Since V₀d² ≈ ħ²/(2m), the factor R(1 + d/R) = R_e appears in front of the angular integral, and

U_ab ≈ −ħ²x_a x_b δ_l/[m(R + d)³].

To this order the electron sees a slightly wider wire.

### What each derivation assumes

The first derivation has a hard wall from the start and never needs a potential inside it. It assumes that the waves vary nearly linearly across δ, and it works at fixed total energy. Its W_ab is defined by its effect on mode amplitudes at that energy. The second derivation uses ordinary perturbation theory with a true potential. It does not require the two states to have equal energy, but it assumes κ|δ| ≪ 1, and the hard wall is reached only afterwards.

Both describe the same elastic scattering at first order. Elements between states of different total energy have less meaning, because they depend on the representation. Let S be an anti-Hermitian operator of first order in δ, and transform the Hamiltonian H₀ + W with exp(S). To first order this adds the commutator [S,H₀], whose element between states of total energies ε_a and ε_b is S_ab(ε_b − ε_a). It vanishes at equal energies and in general not otherwise. A calculation beyond first order must therefore keep its second-order terms in the same representation as its first-order ones.

For a real wall κ|δ| may exceed one even when the roughness is small beside the electron wavelength. The first derivation can then be adapted. If the wall is smooth on the scale d, the wave outside decays locally as exp(−distance/d). Extrapolated from inside, it vanishes at R + δ + d. Moving that boundary condition, with R replaced by R + d, leads to the same corrected formula without κ|δ| ≪ 1. This is an argument for smooth walls and for waves whose transverse energy is well below V₀.

### A splitting that measures the element

Take two modes with the same total energy E₀ and a wall δ = A cos(lφ + qz), where l = m_a − m_b and q = k_a − k_b. The relevant harmonic has magnitude A/2. Near E₀, keep the two large amplitudes C_a and C_b of the waves with axial wavenumbers k_a and k_b. This requires that every other mode reached by the same corrugation be detuned from E₀ by much more than its coupling. The projected equation for each, multiplied by ħ²/(2m), gives

(E − E₀)C_a = W C_b,

(E − E₀)C_b = W* C_a,

so E = E₀ ± |W|. The levels split by 2|W|, with |W| = ħ²x_a x_b A/(2mR³).

This was tested by a direct solution in which regular cylindrical waves are combined so as to vanish on the corrugated wall. With A/R = 0.002 and k_aR = 6, the ratio of the computed splitting to 2|W| was 0.99998 for (0,1) to (1,1) scattered forward, and 0.99996 for the same pair scattered backward. With radii in the ratio 1:2:4, at fixed A and fixed k_aR, the forward splitting followed the power −3.0000 of R. Roughness with l = 1 cannot join (0,1) to (2,1) at first order. When q was chosen so that two steps matched this pair, doubling A from 0.002R gave a splitting that grew as the power 1.999 of A. This is expected when first-order coupling is absent: the two-step coupling and any difference between the shifts of the two levels are both of order A².

### A narrow interconnect wire

Take R = 5.0 nm, the free-electron mass, a Fermi energy of 7.0 eV and a corrugation amplitude A = 0.10 nm. With ħ²/m = 0.07620 eV nm², the element between (0,1) and (1,1) is

|W| = 0.07620 × 2.4048 × 3.8317 × 0.050/5.0³ eV = 2.81 × 10⁻⁴ eV.

This is 0.281 meV, or 4.50 × 10⁻²³ J. For the same harmonic amplitude, the pair (1,1) and (2,1) has 0.600 meV, and the pair (0,1) and (0,2) has 0.405 meV. Each pair needs its own l and q. At R = 10 nm, with the same modes and amplitude, the first element falls by a factor of eight to 0.035 meV.

At the Fermi energy the axial wavenumbers of (0,1) and (1,1) are 13.54609 and 13.53295 nm⁻¹. Their difference requires a roughness period of 478 nm. Both modes run almost along the axis, so a small change of axial wavenumber accompanies their change of transverse energy.

For this corrugation, the direct solution gives 0.997 times the first-order splitting at A = 0.1 nm and 0.990 times at 0.2 nm. The deficit grows about fourfold when A doubles. Reversing the sign of A is the same as rotating the wire by π/l, so it leaves the set of levels unchanged. The two levels, followed smoothly through A = 0, exchange places. Their difference is odd in A, and its first relative correction is of order A².

### Where first order fails

The small correction above belongs to two grazing modes and a long corrugation. For the element itself, the condition on a mode is x_aA/R ≪ 1: x_a/R is its transverse wavenumber, and its radial wavenumber at the wall, √(x_a² − m_a²)/R, is never larger. At the Fermi wavenumber of 13.555 nm⁻¹ the largest such phase is close to k_FA = 1.36. Of 1115 open modes for one spin, 51 have x_aA/R < 0.3. The formula can serve these grazing modes as a coupling element, but not the whole Fermi surface at this amplitude. The two-level splitting 2|W| needs more, because successive steps of an l = 1 ladder are nearly equal. With q matched to (0,3) and (1,3), where x_bA/R = 0.20, the mode (2,3) is detuned by only about 4.6 meV and is coupled to (1,3) by 3.6 meV. One step the other way, (−1,2) is also detuned by 4.6 meV and is coupled to (0,3) by 1.85 meV, while (3,3) and (−2,1) lie about 14 meV away. The splitting falls to about 0.79 times 2|W|, where 2|W| = 5.4 meV. All nearly resonant modes must then be kept together. Joined by their first-order elements, these six modes give 0.80, whereas adding (2,3) alone gives 0.92. Such a model still omits other second-order terms: for (0,1) and (1,1) at A = 0.5 nm it gives 1.01 where the full solution gives 0.94.

The scattered waves must also vary slowly across δ. Suppose random roughness has the Gaussian correlation used above along the axis as well, with Λ = 1 nm. The rms axial wavenumber it supplies is q = √2/Λ = 1.4 nm⁻¹. If a grazing wavenumber k_F is lowered by this q, the scattered transverse wavenumber is √(2k_Fq − q²) ≈ 6.0 nm⁻¹. Multiplied by σ = 0.1 nm, this gives 0.6, which is no longer small even though the incoming mode is grazing. The condition covers evanescent waves too. Backward coupling of (0,1) to (1,1) at the Fermi energy needs q ≈ 2k_F, which also drives waves of axial wavenumber near 3k_F that decay from the wall with constant √8 k_F ≈ 38 nm⁻¹. At A = 0.1 nm the phase is 3.8, and the splitting at the unperturbed matching point is only 0.80 times 2|W| although both modes are grazing. Part of this splitting is a detuning from unequal higher-order shifts of the two levels; the smallest gap over the Bloch wavenumber, which measures the coupling, is 0.56 times 2|W|. The period of this corrugation, 0.23 nm, is of the order of an interatomic distance, so the case illustrates the condition and does not describe a real smooth wall.

### The model beside a real line

The chosen radius corresponds to a very narrow interconnect. The Fermi energy, a work function of 4.5 eV and a bulk mean free path of 40 nm at 300 K are rough values for a good metallic conductor. The amplitude of 0.1 nm is below an atomic step, roughly 0.2 nm, and well below the edge roughness of processed lines, which can be of order 1 nm. At 1 nm and R = 5 nm even the lowest mode has x_aA/R = 0.48, so no mode meets the criterion of 0.3 and the first-order element should not be used for such a line. The finite wall matters less. With V₀ = 11.5 eV, the decay length is 0.058 nm, and the small-amplitude element computed from the bound states of the finite well is 0.966 times the hard-wall value. The factor (5.0/5.058)³ gives the same reduction of 3.4 per cent. A liner or dielectric would change the barrier and hence this number.

Bulk scattering is a larger matter for the splitting. The broadening ħv_F/λ, with λ = 40 nm and v_F the Fermi velocity, is 25.8 meV. This is about 92 times |W| and about twice the spacing of 13.6 meV between the two transverse levels. The mean free path is also one twelfth of the matching period. In this model the sharp splitting would not be resolved at 300 K, though W_ab can still enter a calculation that includes the broadening. The thermal energy, 25.9 meV, is nearly equal to the broadening for these inputs but acts differently. Elastic scattering takes place at each energy separately. For grazing modes q is proportional to 1/k, so an energy change of k_BT alters the matching q by a fraction k_BT/(2E_F), or about 0.2 per cent. Real lines also have grains, band structure and cross-sections that are seldom circular. None of these is included here, and their effect on the element has not been estimated.

For a circular wire with a smooth, weakly displaced wall, a table of Bessel zeros can therefore replace the overlap integrals for grazing modes, if all waves driven by the roughness, evanescent ones included, also vary little across the displacement. Rescaling the table by R⁻³ further requires that the harmonic δ_l, at the axial wavenumber needed by each pair, be known at the new radius. The numerical output below gives the remaining mode pairs and the values used here.

Calculated quantities

```
TESTS
largest relative error of wall slope: 2.7e-10
splitting/formula (0, 1)->(1, 1), l=1, forward: 0.99998
splitting/formula (0, 1)->(1, 1), l=1, backward: 0.99996
splitting/formula (0, 1)->(0, 2), l=0, forward: 1.00002
splitting/formula (1, 1)->(3, 1), l=2, forward: 1.00000
splitting/formula (0, 2)->(2, 1), l=2, forward: 1.00000
power of R at fixed amplitude: -3.0000
power of A for forbidden pair (0,1)->(2,1), l=1: 1.999
power of R, random roughness, 5 to 10 nm: -3.495
EXAMPLE INPUTS
radius R: 5.0 nm; corrugation amplitude A: 0.10 nm
Fermi energy: 7.0 eV; work function: 4.5 eV
bulk mean free path: 40 nm; temperature: 300 K
random case: rms 0.10 nm, correlation length 1.0 nm
EXAMPLE RESULTS
hbar^2/m: 0.076200 eV nm^2
Fermi wavenumber: 13.555 1/nm; k_F R: 67.77
Bessel zero x(0, 1): 2.40483
Bessel zero x(1, 1): 3.83171
Bessel zero x(2, 1): 5.13562
Bessel zero x(0, 2): 5.52008
transverse energy (0,1): 8.814 meV
transverse energy (1,1): 22.375 meV
axial wavenumbers (0,1), (1,1): 13.54609, 13.53295 1/nm
phase-matching roughness period: 478.0 nm
harmonic A/2: 0.050 nm
|W| (0, 1)-(1, 1): 0.2809 meV
|W| (1, 1)-(2, 1): 0.5998 meV
|W| (0, 1)-(0, 2): 0.4046 meV
|W| (0,1)-(1,1) at R = 10 nm: 0.0351 meV
|W| (0,1)-(1,1) in joule: 4.4999e-23 J
rms harmonic l=1, random, R = 5 nm: 0.02363 nm
rms harmonic l=1, random, R = 10 nm: 0.01677 nm
NEGLECTED EFFECTS
all-order/first-order splitting, A = 0.1 nm: 0.9974
all-order/first-order splitting, A = 0.2 nm: 0.9897
finite-wall decay length: 0.0576 nm
finite-wall/hard-wall element: 0.9662
hard wall at R + decay length / hard wall at R: 0.9662
bulk lifetime broadening hbar v_F/mfp: 25.82 meV
mode spacing (1,1)-(0,1): 13.56 meV
thermal energy: 25.85 meV
largest roughness phase k_F A: 1.355
open modes (one spin): 1115; with x A/R < 0.3: 51
```
